# Secondary pyroelectricity: from a fixed cell to a free crystal

## What symmetry and dimensions allow

Heat a polar crystal whose electrodes are short-circuited. Charge flows for two reasons: the atoms rearrange inside a cell of given shape, and the cell itself changes shape. A calculation at fixed cell shape contains the first effect and omits the second.

The omitted part must be a vector, linear in the thermal expansion tensor $\alpha_{jk}$ (unit 1/K), with the unit C/(m² K). The piezoelectric stress constants $e_{ijk}$ have the unit C/m², so $e_{ijk}\alpha_{jk}$, summed over $j$ and $k$, qualifies. So do $P_i\alpha_{jj}$ and $\alpha_{ij}P_j$, where $P$ is the polarization. Other contractions, such as $e_{ijj}\alpha_{kk}$, qualify too. Symmetry and dimensions therefore narrow the choice, but they fix neither the contraction, nor the numerical factors, nor whether terms in $P$ appear. The last point depends on whether the measured quantity is electrode charge or polarization.

Take axis 3 along the spontaneous polarization, and let it be a rotation axis of threefold or higher order. Then $\alpha_{11}=\alpha_{22}=\alpha_1$, $\alpha_{33}=\alpha_3$, there is no thermal shear, and $e_{311}=e_{322}=e_{31}$. The candidate $e_{ijk}\alpha_{jk}$ becomes $2e_{31}\alpha_1+e_{33}\alpha_3$.

The measured coefficient is

$$p=\frac1A\frac{dQ}{dT},$$

where $Q$ is the charge on electrodes that cover the faces normal to axis 3 and expand with the crystal, and $A$ is their present area. The voltage is zero, the crystal is a single domain, and it is heated uniformly.

## A counter-example

The claim to be refuted is that $p$ at fixed cell shape equals $p$ of the stress-free crystal. One model in which the two differ is enough.

Let $x$ be the logarithmic strain of both in-plane axes and $z$ that of the polar axis, measured from a static reference cell. Let $u$ be a polar coordinate in C/m². At zero field, the free energy per reference volume is

$$f=(c_{11}+c_{12})x^2+2c_{13}xz+\tfrac12c_{33}z^2+\frac{w^2}{2\varepsilon_0\chi}+\sum_m\frac{n_mk_BT}{\Omega}\ln\!\left(2\sinh\frac{\hbar\omega_m}{2k_BT}\right),$$

$$w=u-u_0-2r_1x-r_3z,\qquad \omega_m=\omega_{m0}\,e^{-2\gamma_{1m}x-\gamma_{3m}z+\kappa_m(u-u_0)}.$$

Here $\Omega$ is the primitive-cell volume and $n_m$ the number of modes in group $m$. The charge per reference area is $q=u+2b_1x+b_3z$. The constants $b$ describe charge displaced by strain at fixed $u$, and the constants $r$ describe how strain drags $u$ along. Since the area grows as $e^{2x}$, $p=e^{-2x}dq/dT$.

The derivative of $k_BT\ln(2\sinh(\hbar\omega/2k_BT))$ with respect to $\omega$ is $(\hbar/2)\coth(\hbar\omega/2k_BT)$. Multiplying by $\partial\omega_m/\partial u=\kappa_m\omega_m$ gives $\kappa_mU_m$, where $U_m$ is the oscillator energy density of group $m$. Differentiating once more with respect to $T$ at fixed coordinates gives, with subscripts on $f$ for partial derivatives,

$$f_{uT}=\sum_m\kappa_mC_m,\qquad f_{xT}=-2\sum_m\gamma_{1m}C_m,\qquad f_{zT}=-\sum_m\gamma_{3m}C_m,$$

where $C_m>0$ is the heat capacity density at fixed frequency.

**Fixed shape.** The condition $f_u=0$ holds at every temperature, so $f_{uu}\,du/dT+f_{uT}=0$ and

$$p_{\rm fixed}=-e^{-2x}\frac{f_{uT}}{f_{uu}}.$$

At a stable minimum $f_{uu}>0$. With positive $\kappa_m$ the coefficient is negative: the oscillators lower their free energy by reducing $u$, which softens them.

**Free crystal.** Now $x$ and $z$ also change, with $dx/dT=\alpha_1$ and $dz/dT=\alpha_3$. The same condition becomes

$$f_{uu}\frac{du}{dT}+f_{ux}\alpha_1+f_{uz}\alpha_3+f_{uT}=0.$$

Solving for $du/dT$ and inserting it in $dq/dT=du/dT+2b_1\alpha_1+b_3\alpha_3$ gives

$$p_{\rm free}=p_{\rm fixed}+e^{-2x}\left[\left(2b_1-\frac{f_{ux}}{f_{uu}}\right)\alpha_1+\left(b_3-\frac{f_{uz}}{f_{uu}}\right)\alpha_3\right].$$

The brackets are piezoelectric constants. At fixed temperature and $z$, $f_u=0$ gives $du/dx=-f_{ux}/f_{uu}$, so the first bracket is $dq/dx$ with $u$ relaxed. Because $x$ strains two equivalent axes, this is $2e_{31}e^{2x}$. The second bracket is likewise $e_{33}e^{2x}$.

If the oscillators' share of the second derivatives is dropped, $f_{uu}=1/(\varepsilon_0\chi)$, $f_{ux}=-2r_1/(\varepsilon_0\chi)$ and $f_{uz}=-r_3/(\varepsilon_0\chi)$. Then $e_{31}\approx b_1+r_1$ and $e_{33}\approx b_3+r_3$, apart from the area factor.

**Numbers.** The parameters, listed in the numerical output, are rough values in the regime of lithium niobate at 300 K. The simple estimates are $e_{31}\approx0.05+0.15=0.20$ C/m² and $e_{33}\approx-0.40+1.70=1.30$ C/m². The full model gives 0.2167 and 1.3004 C/m². Minimizing over all coordinates at neighbouring temperatures gives $\alpha_1=15.018$ and $\alpha_3=7.564$ in units of $10^{-6}$/K. In µC/(m² K),

$$2e_{31}\alpha_1=2(0.2167)(15.018)=6.51,\qquad e_{33}\alpha_3=(1.3004)(7.564)=9.84,$$

$$p_{\rm fixed}+6.51+9.84=-95.86+16.35=-79.51.$$

The charge of the fully minimized free crystal, differentiated directly, also gives $-79.51$. The extra decimals show the agreement; the rough parameters justify about two figures. The fixed-cell magnitude is 21 % too large relative to the free value, so the claim is false.

Cooling does not by itself remove the relative error. As $T\to0$ in this model, all $C_m$ vanish, and so do $p_{\rm fixed}$ and $\alpha$. But the 200 cm⁻¹ group then dominates both, and its $C_m$ cancels from their ratio. The ratio of secondary to primary term tends to a constant, in general not zero; here it is about $-0.13$, against $-0.17$ at 300 K. The model has no acoustic branches, which govern the expansion of a real crystal at low temperature, so this limit describes the model only.

## The general statement and its proof

Let $\Pi_i$ be the charge that has passed, per reference area, through a plane attached to the crystal and initially normal to axis $i$. Choose as reference the equilibrium cell at the temperature of interest. For a crystal in equilibrium at zero field and away from a phase transition, $\Pi_i$ is a smooth function of temperature and strain $\epsilon_{jk}$, with all atomic positions relaxed. Define

$$p_i^{\rm fixed}=\left(\frac{\partial\Pi_i}{\partial T}\right)_{\epsilon},\qquad e_{ijk}=\left(\frac{\partial\Pi_i}{\partial\epsilon_{jk}}\right)_{T}.$$

Along the stress-free path, described without rotation, $d\epsilon_{jk}/dT=\alpha_{jk}$. The chain rule gives

$$\boxed{p_i^{\rm free}=p_i^{\rm fixed}+e_{ijk}\alpha_{jk}}$$

For the uniaxial crystal this is $p_{\rm free}=p_{\rm fixed}+2e_{31}\alpha_1+e_{33}\alpha_3$. If shear is present, the sum contains both $jk$ and $kj$, so a Voigt shear component of $\alpha$ must carry its factor of 2.

The proof shows which constants belong in the formula:

- The atoms relax under strain, so $e$ is the relaxed-ion constant. The clamped-ion parts $b_1,b_3$ would give a secondary term of $-1.5$ µC/(m² K) here, with the wrong sign.
- The voltage is zero throughout, so $e$ is taken at constant field.
- The strain derivative is taken at fixed temperature, so $e$ is isothermal. Adiabatic constants, which fast measurements give, would make the secondary term here 17.9 instead of 16.3 µC/(m² K).
- The fixed shape is the equilibrium shape at the temperature in question. Using the static cell changes $p_{\rm fixed}$ from $-95.9$ to $-96.4$ µC/(m² K). This half-percent effect belongs to the example and is not a general bound.

## Charge is not polarization

It remains to settle the terms in $P$. Under a small strain the volume changes by the factor $1+\epsilon_{jj}$, and an attached area vector $\mathbf a$ becomes $(1+\epsilon_{jj})(1-\epsilon)\mathbf a$ to first order. The charge through it is its scalar product with $\mathbf P$, so $\Pi_i=(1+\epsilon_{jj})P_i-\epsilon_{ij}P_j$. Differentiating along the stress-free path at the reference point gives

$$\frac{dP_i}{dT}=p_i^{\rm free}-\alpha_{jj}P_i+\alpha_{ij}P_j.$$

For the uniaxial crystal the last two terms are $-(2\alpha_1+\alpha_3)P+\alpha_3P=-2\alpha_1P$. This also follows from $P=Q/A$: a growing area dilutes a fixed charge.

With $P=0.7047$ C/m², $2\alpha_1P=21.2$ µC/(m² K), and $dP/dT=-79.5-21.2=-100.7$ µC/(m² K). This lies near the fixed-cell value of $-95.9$. Comparing the two would suggest a small secondary effect of the wrong sign.

The polarization of a periodic crystal is also defined only up to a branch. Moving one elementary charge per basal cell from one end face to the other adds $e/A_{\rm cell}$ to $P$, here $0.6975$ C/m² at the reference area. The added charge per cell does not depend on temperature, so $p$ is unchanged, but $A_{\rm cell}$ does, so $dP/dT$ changes. The two neighbouring branches give $-80.0$ and $-121.3$ µC/(m² K). A polarization calculation should therefore be converted to charge per attached area before it is compared with a measured current.

## Obtaining the missing term from fixed cells

The expansion need not come from a free-cell simulation. Let tensile stress be positive. Zero stress at every temperature requires the stress change from strain to cancel the one from heating at fixed shape:

$$(c_{11}+c_{12})\alpha_1+c_{13}\alpha_3=-\left(\frac{\partial\sigma_1}{\partial T}\right)_{\epsilon},\qquad 2c_{13}\alpha_1+c_{33}\alpha_3=-\left(\frac{\partial\sigma_3}{\partial T}\right)_{\epsilon}.$$

Solved with the elastic constants at 300 K, these equations reproduce the free-cell expansions, 15.018 and 7.564 in $10^{-6}$/K.

The constants $e$ can also be replaced by the strain constants $d$, the charge per area produced by unit stress. Strain produces stress through $c$, and stress produces charge through $d$, so

$$e_{31}=d_{31}(c_{11}+c_{12})+d_{33}c_{13},\qquad e_{33}=2d_{31}c_{13}+d_{33}c_{33}.$$

The $d$ constants also equal the strain per unit field at zero stress. Computed that way, they are $d_{31}=-0.945$ and $d_{33}=6.091$ pm/V. With $c_{13}=74.8$ GPa and $c_{33}=236.7$ GPa, and since 1 pm/V times 1 GPa is $10^{-3}$ C/m²,

$$e_{33}=[2(-0.945)(74.8)+(6.091)(236.7)]\times10^{-3}=1.300\ \text{C/m}^2,$$

as before. Although $d_{31}$ is negative, $e_{31}$ is positive, so the two sets must not be mixed.

The mechanical condition also matters for the inverse, electrocaloric effect. At zero stress the free energy $G$ obeys $dG=-S\,dT-Q\,dV$, with $V$ the voltage. Equality of its mixed derivatives gives $(\partial S/\partial V)_T=(\partial Q/\partial T)_V$. The entropy response of the free model crystal to a field indeed gives $-79.51$ µC/(m² K).

## A film on a substrate

A thin film with its polar axis normal to a thick substrate is neither free nor fully clamped. Its in-plane expansion is that of the substrate, $\alpha_s$, and its normal stress is zero. Measured from free expansion, the elastic strain rates are $\alpha_s-\alpha_1$ in plane and $\alpha_{3,\rm film}-\alpha_3$ along the axis. Zero normal stress requires

$$2c_{13}(\alpha_s-\alpha_1)+c_{33}(\alpha_{3,\rm film}-\alpha_3)=0,$$

$$\alpha_{3,\rm film}=\alpha_3+\frac{2c_{13}}{c_{33}}(\alpha_1-\alpha_s).$$

The chain rule now gives $p_{\rm film}=p_{\rm fixed}+2e_{31}\alpha_s+e_{33}\alpha_{3,\rm film}$. Subtracting $p_{\rm free}$ and collecting the factor $\alpha_1-\alpha_s$,

$$p_{\rm film}=p_{\rm free}-2\left(e_{31}-e_{33}\frac{c_{13}}{c_{33}}\right)(\alpha_1-\alpha_s).$$

For $\alpha_s=\alpha_1$ the free value returns, as it must. For silicon, with roughly $\alpha_s=2.6\times10^{-6}$/K, and a film stress-free at 300 K, $\alpha_{3,\rm film}=15.41\times10^{-6}$/K. The bracket is $-0.194$ C/m², so

$$p_{\rm film}=-79.5+2(0.194)(15.02-2.60)=-74.7\ \text{µC/(m² K)},$$

or $-7.5$ nC/(cm² K), against $-8.0$ nC/(cm² K) for the free crystal. In this example, holding the film in plane moves the coefficient further from the fixed-cell value, because part of the suppressed in-plane expansion reappears along the axis, where $e_{33}$ is large.

## The real case and the limits of the numbers

The polarization, elastic constants and piezoelectric constants have the rough size of those of lithium niobate, whose measured coefficient is also negative and of order $-80$ µC/(m² K). This agreement is not a prediction, since the $\kappa_m$ were chosen to reach that regime. The axial expansion lies towards the upper end of a rough range of 4 to $8\times10^{-6}$/K. At the lower end, with all else held fixed, the secondary term would fall by $1.30\times(7.56-4)\approx4.6$ µC/(m² K). Published piezoelectric constants scatter as well: with $e_{31}\approx0.30$ and $e_{33}\approx1.77$ C/m² and the same expansions, the secondary term would be about 22 instead of 16 µC/(m² K). The 21 % found above is therefore a property of the model, not a value for the real crystal. The results also assume a short circuit. In open circuit the electrode charge is fixed, and the free crystal builds up a field $-p\,\Delta T/(\varepsilon_0\varepsilon_r)$ along the polar axis; with $\varepsilon_r=28.6$ its magnitude is 0.031 MV/cm for 10 K. Since $p$ is negative, the field points along the polarization on heating and against it on cooling. In this linear estimate the opposing field reaches a rough coercive field of 0.2 MV/cm after cooling by about 65 K, where a single domain can no longer be assumed. That coercive field is typical of congruent material; near-stoichiometric crystals switch at fields several times lower, and so after much less cooling. In air the crystal may discharge much earlier, since air breaks down at roughly 0.03 MV/cm over centimetre gaps.

Other corrections range from negligible to several µC/(m² K), and some lie outside the model. A 0.6 µm film on 500 µm of silicon recovers 0.55 % of its mismatch strain as the substrate deforms elastically, which shifts $p_{\rm film}$ by 0.03 µC/(m² K). The coefficient itself drifts: $p_{\rm free}$ goes from $-74.4$ at 250 K to $-83.0$ µC/(m² K) at 350 K. The model's static polar well is harmonic and does not soften towards the Curie temperature. A mean-field susceptibility proportional to $1/(T_C-T)$, with $T_C$ roughly 1400 K, would by itself change $p_{\rm fixed}$ by about 4 µC/(m² K) over 50 K. In the Landau theory of a second-order transition, $f_{uT}$ falls with the polarization as the crystal is heated, which roughly halves this change. Non-uniform heating, domain motion, leakage and an oxide layer under the film are not included.

The fixed-cell coefficient does have a physical meaning. If the crystal is heated uniformly in a time much shorter than sound needs to cross it, inertia initially holds its shape, and the response starts from $p_{\rm fixed}$. Once the crystal has expanded and its vibrations have died out, the total charge per area is $p_{\rm free}$ times the final temperature rise. For a given amount of heat this rise is slightly smaller than the initial one, by about 1.6 % in the model, because the crystal cools as it expands.

## Calculated quantities

```
Temperature: 300 K; lattice a, c: 5.15, 13.90 angstrom
Input c11, c12, c13, c33: 200, 55, 75, 240 GPa
Input susceptibility, lattice and electronic permittivity: 23, 5
Input static polar coordinate: 0.75 C/m^2
Input relaxation parts of e31, e33: 0.15, 1.70 C/m^2
Input clamped-ion parts of e31, e33: 0.05, -0.40 C/m^2
Input 15 modes at 200 1/cm: gamma1 1.6, gamma3 1.7, kappa 0.2 m^2/C
Input 15 modes at 550 1/cm: gamma1 1.4, gamma3 1.6, kappa 0.1 m^2/C
Equilibrium strains from static cell x, z: 7.368, 4.131 (1e-3)
c11+c12, c13, c33 at T: 252.6, 74.8, 236.7 GPa
e31, e33 proper, relaxed-ion: 0.2167, 1.3004 C/m^2
d31, d33 from converse effect: -0.945, 6.091 pm/V
alpha1, alpha3 from thermal stress: 15.018, 7.564 1e-6/K
alpha1, alpha3 from free cell: 15.018, 7.564 1e-6/K
p_fixed: -95.860 uC/(m^2 K)
2 e31 alpha1: 6.509 uC/(m^2 K)
e33 alpha3: 9.837 uC/(m^2 K)
Secondary term: 16.346 uC/(m^2 K)
Secondary term from d c alpha: 16.346 uC/(m^2 K)
p_fixed + secondary: -79.514 uC/(m^2 K)
p_free, direct: -79.514 uC/(m^2 K) = -7.951 nC/(cm^2 K)
p_free from entropy: -79.514 uC/(m^2 K)
Fixed-cell magnitude relative to free: 20.6 % too large
Branch step at reference area: 0.6975 C/m^2
Branch -1: P 0.0173 C/m^2, dP/dT -80.034, 2 alpha1 P 0.520 uC/(m^2 K)
Branch +0: P 0.7047 C/m^2, dP/dT -100.679, 2 alpha1 P 21.165 uC/(m^2 K)
Branch +1: P 1.3920 C/m^2, dP/dT -121.324, 2 alpha1 P 41.810 uC/(m^2 K)
Secondary term with clamped-ion e (wrong): -1.502 uC/(m^2 K)
p_fixed at static cell: -96.352 uC/(m^2 K)
Substrate expansion: 2.6 1e-6/K
Film axial expansion: 15.411 1e-6/K
Film constant e31 - e33 c13/c33: -0.1941 C/m^2
p_film: -74.693 uC/(m^2 K) = -7.469 nC/(cm^2 K)
p_free at 250, 350 K: -74.39, -83.04 uC/(m^2 K)
Free-crystal relative permittivity: 28.57
Open-circuit field for 10 K: 0.0314 MV/cm
Rough coercive field: 0.20 MV/cm, reached after 64 K
Film biaxial modulus: 205.3 GPa; substrate (rough): 180 GPa
Film, substrate thickness: 0.6, 500 um
Mismatch strain relaxed by substrate: 0.546 %
Resulting shift of p_film: -0.026 uC/(m^2 K)
Rough Curie temperature: 1400 K
Polar-mode softening over 50 K, 50/(Tc-T): 4.5 %
Resulting change of p_fixed over 50 K: 4.36 uC/(m^2 K)
```
